Johnson-Noise Limit of a 100 Ohm Measurement at 10 Microamperes

**Definitions and conventions**

A resistor of resistance R at absolute temperature T carries a known direct current I. A voltmeter reads the voltage across it, and the resistance is found by dividing by I. Even without a current, the thermal motion of the charges produces a fluctuating voltage v(t) of zero mean, called Johnson noise. The question is how much it scatters the resistance readings.

The spectral density S(f) of the noise is one-sided, so that positive frequencies carry the whole mean square:

⟨v²⟩ = ∫₀^∞ S(f) df.

Its unit is V²/Hz. An instrument that multiplies a component at frequency f by G(f), with G(0) = 1, has the equivalent noise bandwidth

B = ∫₀^∞ |G(f)|² df.

If S is constant over the range that the instrument passes, the mean square at its output is SB. "One hertz bandwidth" here means B = 1 Hz in this sense. The relative noise u is the standard deviation of one reading divided by R. It is not a peak-to-peak value. One part per million (ppm) is 10⁻⁶.

The values are R = 100 ohm, I = 10 µA and T = 300 K. Until the section on a copper line, the current source and the voltmeter are noiseless, the voltage leads have no resistance, and R and T are constant.

**Back-of-envelope argument**

The thermal energy scale is kT, where k = 1.380649 × 10⁻²³ J/K is Boltzmann's constant. At 300 K it is about 4.1 × 10⁻²¹ J. An instrument of bandwidth B distinguishes successive values at intervals of order 1/B. Suppose that the resistor can hand over about kT of thermal energy in each interval. Its noise power is then about kTB, or 4.1 × 10⁻²¹ W for 1 Hz.

The power of the signal is

I²R = (10⁻⁵ A)² × 100 ohm = 10⁻⁸ W = 10 nW.

Power goes as the square of voltage, so the voltage ratio is the square root of the power ratio:

√(4.1 × 10⁻²¹ / 10⁻⁸) ≈ 0.64 × 10⁻⁶.

One factor can be improved at once. A source of internal resistance R delivers most power to a load that also has resistance R. Half of the source voltage then falls across the load, and the delivered power is (v/2)²/R = v²/(4R). If this is kTB, the open-circuit voltage obeys v² = 4kTRB. An ideal voltmeter reads this open-circuit voltage, which doubles the ratio to about 1.3 ppm.

The weak point is the supposition that the power is kTB with a factor of one. The next two sections replace it by a derivation.

**The noise density from equipartition**

Represent the noisy resistor as a noiseless resistance R in series with a voltage source v(t). Close the circuit through an ideal inductor L and an ideal capacitor C, also in series. These two parts dissipate nothing and generate no noise. The whole circuit is in equilibrium at T.

The energy of the capacitor, ½Cv_C², is quadratic in its voltage. Classical equipartition gives each such term the mean energy ½kT. Hence

½C⟨v_C²⟩ = ½kT, so ⟨v_C²⟩ = kT/C.

The same quantity follows from the noise source. With time dependence exp(iωt) and ω = 2πf, the impedances are R, iωL and 1/(iωC). The capacitor receives the fraction

H = [1/(iωC)] / [R + iωL + 1/(iωC)] = 1/(1 − ω²LC + iωRC).

Define ω₀ = 1/√(LC), f₀ = ω₀/(2π), Q = 1/(ω₀RC) and x = f/f₀. Then ω²LC = x² and ωRC = x/Q, so

|H|² = 1/D(x), with D(x) = (1 − x²)² + x²/Q².

The integral needed is J = ∫₀^∞ dx/D(x). Replacing x by 1/x changes dx into dx/x² once the limits are put back in order, and changes D into D/x⁴. Therefore

J = ∫₀^∞ x² dx/D(x).

Half the sum of the two forms, with numerator and denominator divided by x², is

J = ½ ∫₀^∞ (1 + 1/x²) dx / [(x − 1/x)² + 1/Q²].

Let y = x − 1/x. Then dy = (1 + 1/x²) dx, and y runs from −∞ to +∞:

J = ½ ∫ dy/(y² + 1/Q²) = πQ/2.

Returning to frequency,

∫₀^∞ |H|² df = f₀J = [ω₀/(2π)] × (π/2) × 1/(ω₀RC) = 1/(4RC).

The inductance has dropped out. It sets where the circuit responds, but not the total response.

Now choose L and C so that Q is large. The response is then a narrow peak at f₀, and a smooth S(f) may be replaced by its value there:

⟨v_C²⟩ = S(f₀)/(4RC).

Equating this to kT/C gives

S(f₀) = 4kTR.

The density belongs to the resistor and cannot depend on the L and C chosen to examine it. Since f₀ can be placed anywhere in the classical range, S has the same value wherever the element behaves as a pure resistance R independent of frequency. The flatness of S was not assumed directly; it follows from that constant R. For an element of impedance Z(f) the density is 4kT Re Z(f), so a real resistor with stray capacitance stops being flat at high frequency: near 1.6 GHz for 100 ohm and 1 pF.

How narrow the peak must be can be seen with a spectrum that is not flat. For S proportional to 2/(1 + x²), which equals 1 at resonance, numerical integration gives a response differing from the narrow-peak value by 9.09 percent at Q = 5 and by 0.25 percent at Q = 200.

Equipartition requires hf to be much smaller than kT, where h is Planck's constant. The dividing frequency at 300 K is kT/h = 6.25 THz, far above a measurement near 1 Hz.

**The same density from moving charges**

A simple model shows where the noise comes from. Let N independent classical charges e of mass m move along a conductor of length ℓ. Each flies freely for a random time s, with an exponential distribution of mean τ, and then takes a new random thermal velocity.

The velocity along the conductor has ⟨w²⟩ = kT/m, and the exponential distribution has ⟨s²⟩ = 2τ². One flight therefore adds 2kTτ²/m to the mean square displacement. Cross terms between flights vanish because the velocities are independent with zero mean. A time t much longer than τ holds about t/τ flights, so each charge has the mean square displacement 2kTτt/m.

A displacement X of one charge drives the charge eX/ℓ through the external circuit when the ends are short-circuited. For all N charges the variance of the transferred charge q is

Var(q) = N(e²/ℓ²)(2kTτt/m).

Now apply a voltage V. The acceleration is a = eV/(mℓ). A flight adds the mean displacement ½a⟨s²⟩ = aτ², and t/τ flights add aτt, so the drift velocity is aτ. The current is N(e/ℓ)aτ, and the conductance is

1/R = Ne²τ/(mℓ²).

Comparison of the two results gives Var(q) = 2kTt/R. The mean current over t is q/t. As the next section shows, averaging over t has bandwidth 1/(2t), so the variance of that mean is S_I/(2t), where S_I is the density of the current noise. Then

S_I/(2t) = Var(q)/t² = 2kT/(Rt), so S_I = 4kT/R.

An open-circuit voltage is R times the short-circuit current, so S = R²S_I = 4kTR, as before. The collisions that cause resistance also cause the noise. A random simulation of 20,000 such charges, each followed for 200τ, gave S_I/(4kT/R) = 1.002, with a sampling error of about 1 percent. No field was applied in it: the conductance was found by summing ½as² over the same flights, so it checks the vanishing of the cross terms and the factors above, not the drift itself.

Electrons in copper are not a classical gas, so this model illustrates the mechanism in a simpler conductor. The circuit derivation does not use the statistics of the carriers.

**From density to one reading**

Let the voltmeter average uniformly over a time t. A component at frequency f is then reduced by

G(f) = sin(πft)/(πft).

With z = πft and the standard integral ∫₀^∞ (sin z/z)² dz = π/2,

B = [1/(πt)] × (π/2) = 1/(2t).

A bandwidth of 1 Hz therefore corresponds to an average over 0.50 s, not over 1 s.

A filter with one time constant has |G|² = 1/(1 + f²/f_c²), where f_c is the frequency of half power. Its noise bandwidth is (π/2)f_c. If "1 Hz" referred to f_c, the noise would be larger by √(π/2), and the result below would become 1.61 ppm.

The averaged voltage is IR + v̄, where v̄ is the average of the noise. The estimated resistance is

(IR + v̄)/I = R + v̄/I.

Its mean is R, and its standard deviation is √(4kTRB)/I. Division by R gives

u = √(4kTRB)/(IR) = √(4kTB/R)/I.

For the stated values,

4kTR = 4 × 1.380649 × 10⁻²³ × 300 × 100 = 1.6568 × 10⁻¹⁸ V²/Hz,

v_rms = √(1.6568 × 10⁻¹⁸ × 1) = 1.287 nV,

IR = 10⁻⁵ × 100 = 1.000 mV,

u = 1.287 × 10⁻⁹ / 10⁻³ = 1.287 ppm.

The standard deviation of the resistance is 128.7 µohm. At 293 K the relative noise is 1.272 ppm, so the choice of room temperature does not alter the rounded value of 1.3 ppm.

**What the limit depends on**

Putting B = 1/(2t) into u² gives

u² = 4kT/(2tI²R) = 2kT/(I²Rt).

The denominator is the energy that the current dissipates during the reading. For white thermal noise, precision is bought with dissipated energy measured in units of kT. At fixed power and time, R does not matter. At fixed current, u falls as 1/√R, because the signal grows as R and the noise as √R. At fixed voltage V = IR, u = √(4kTRB)/V, which rises as √R.

The value 1.3 ppm is therefore a limit for this current, temperature and averaging time. With the first two held fixed, reaching 0.1 ppm takes

t = 0.50 s × (1.287/0.1)² = 82.8 s,

provided that the noise stays white and the resistance stays constant for that long.

A constant thermal electromotive force ε in the leads adds to the signal. It can be removed by reversing the current halfway through the reading. If m₁ and m₂ are the noise averages in the two halves, the voltages are

V₊ = IR + ε + m₁, V₋ = −IR + ε + m₂.

The estimate from their difference is

(V₊ − V₋)/(2I) = R + (m₁ − m₂)/(2I).

Each half lasts t/2, so m₁ and m₂ each have variance S/[2(t/2)] = S/t. They are independent when the noise loses its memory in a time much shorter than t/2. The variance of (m₁ − m₂)/2 is then ¼(S/t + S/t) = S/(2t), the same as for one uninterrupted average. Reversal removes ε at no cost in white noise, if the time lost in switching is neglected.

**Comparison with simulated readings**

The formula can be set beside readings simulated in time. Let the 100 ohm resistor be shunted by a 10 µF capacitor, so that the voltage loses its memory in RC = 1 ms. The simulation gives the voltage the equipartition variance kT/C, lets it decay with the time constant RC, and adds random kicks that maintain the variance. The density 4kTR is not entered directly, but these inputs fix it: a voltage of variance kT/C that decays with the time constant RC has the low-frequency density 4(kT/C)RC = 4kTR. The simulation therefore tests the averaging and reversal steps, not the size of the thermal noise. Each reading averages 2500 points over 0.50 s, and a constant ε = 100 nV is added to the signal.

The signal is added at its settled value, IR or −IR. In a real circuit the capacitor must recharge after each reversal. The remainder starts at 2IR and decays with the time constant RC, so its average over a half of 0.25 s would be 0.8 percent of IR. A pause of 15 ms before each half reduces this by a factor e¹⁵, to about 0.002 ppm.

The results from 4000 readings were:

- Scatter without reversal: 1.267 ppm, against 1.287 ppm from the formula.
- Scatter with reversal: 1.282 ppm.
- Scatter of averages of four readings: 0.638 ppm, close to half the single-reading value.
- Mean error without reversal: 100.01 ppm; with reversal: −0.02 ppm.

The first scatter lies 1.6 percent below the formula. A standard deviation found from 4000 independent readings has a relative sampling error of about 1/√8000, or 1.1 percent, so the difference is unremarkable. The mean error without reversal is ε/(IR) = 100 nV/1 mV = 100 ppm. It is far larger than the scatter, and averaging more readings would not reduce it.

**A narrow copper line**

Take the resistor to be a copper interconnect line 50 nm wide and 100 nm high, with a rough resistivity ρ = 4.0 µohm cm. Its cross-section is A = 5 × 10⁻¹⁵ m², and its length is

ℓ = RA/ρ = 100 × 5 × 10⁻¹⁵ / (4 × 10⁻⁸) = 12.5 × 10⁻⁶ m = 12.5 µm.

The current density is 0.20 MA/cm². The line is measured with separate current and voltage leads. The effects left out so far can now be sized.

*Amplifier.* A rough input noise of 4 nV/√Hz, taken as white, gives 4 nV in 1 Hz, or 4.0 ppm of the signal. This is about three times the Johnson noise of the line.

*Voltage leads.* Two leads of 50 ohm each bring the resistance in the voltmeter loop to 200 ohm. They carry no signal voltage if the voltmeter draws no current, but they add thermal noise. The Johnson noise rises by √2, to 1.82 ppm.

*Resistance fluctuations.* In metal films the resistance itself can fluctuate with a density proportional to 1/f. A rough empirical form is S_R/R² = g/(Nf), where N is now the number of atoms. The coefficient varies widely between films; take g = 0.002. With 8.5 × 10²⁸ atoms per cubic metre, N = 5.3 × 10⁹. Integration from 0.01 to 1 Hz, a band chosen to represent wander over a minute or two, gives

√[(g/N) ln(1/0.01)] ≈ 1.3 ppm.

The sharp band edges are a simplification: for the same g, successive 0.50 s averages collected over one to two minutes scatter by 1.35 to 1.44 ppm. This happens to be about as large as the Johnson noise. It does not fall when the current rises, since the voltage fluctuation IδR grows with the signal. Current reversal does not remove a slow δR either, because IδR changes sign together with IR.

With zero lead resistance, the independent Johnson, amplifier and 1/f contributions combine as the root of the sum of squares, giving 4.4 ppm.

*Shot noise.* If electrons arrived independently, their number n = It/e in a time t would fluctuate by √n. The mean current would then fluctuate by e√n/t = √(eI/t) = √(2eIB). Multiplied by R, this gives 0.18 ppm of the signal. It is a comparison value for uncorrelated arrivals, not a prediction for the line or its current source.

*Temperature drift.* With a rough temperature coefficient of 0.0017 per kelvin, a drift of 10 mK changes the resistance by 17 ppm. A change of only 0.76 mK equals the Johnson noise.

*Self-heating.* The current dissipates 10 nW. Replace the line by a round wire of equal cross-section, with radius r = 39.9 nm. Its axis lies at height b = 300 nm above a plane held at fixed temperature, and oxide of thermal conductivity κ = 1.4 W/(m K) fills the space above the plane. Let P′ be the power per length.

A line source at height c and an opposite image at −c keep the plane at zero temperature rise. At distances d₁ from the source and d₂ from the image, the rise is

ΔT = [P′/(2πκ)] ln(d₂/d₁).

Choose c² = b² − r². A point at horizontal distance X and height Y on the wire surface obeys X² + (Y − b)² = r², so X² + Y² = 2bY − c². Hence

d₂² = X² + (Y + c)² = 2Y(b + c),

d₁² = X² + (Y − c)² = 2Y(b − c).

The ratio is the same at every point of the surface, as it should be for a wire of uniform temperature. Since (b + c)(b − c) = r², it equals (b + c)/r, and

ΔT = [P′/(2πκ)] ln[(b + c)/r] = [P′/(2πκ)] arccosh(b/r).

With P′ = 10 nW/12.5 µm, the rise is about 0.25 mK. It shifts the resistance by 0.42 ppm relative to its value without heating. The round wire overstates this slightly: for the 50 nm × 100 nm rectangle centred at the same height the rise is 0.24 mK and the shift 0.40 ppm, about 4 percent less, and the same reduction applies at other currents.

The last result limits the simplest way to lower u. At 100 µA the Johnson noise falls tenfold, to 0.129 ppm, but the heating rises a hundredfold and shifts the resistance by about 42 ppm. This shift is systematic. In the present model it is proportional to I², so readings at several currents can be extrapolated to zero current.

**How far the estimate describes a real line**

The dimensions, resistivity and current density are plausible for a narrow copper line, but they do not describe a particular product. The resistivity is above that of bulk copper, as expected when surfaces and grain boundaries add scattering, and the temperature coefficient is correspondingly below the bulk value. The thermal model ignores heat leaving through the line ends, which would reduce the warming. It also ignores thermal resistance at interfaces and below the plane, which would increase it. An insulator that conducts heat less well than oxide would also increase the warming. The warming is proportional to 1/κ in the present model, but grows more slowly than that when part of the heat leaves through the line ends.

Among the effects sized for the copper line at 10 µA, the largest are temperature drift and amplifier noise. A 10 mK drift moves the resistance by about 13 times the Johnson noise, and the assumed amplifier adds about three times that noise. The value of 1.3 ppm remains the thermal contribution of the 100 ohm line itself. It is the scatter that would remain in 0.50 s readings if the voltmeter, the current source and the leads were ideal and the resistance itself did not change. It dominates a real measurement when all other errors together lie well below that level.
